# How a Sum-Rule Error Gives Acoustic Phonons a Frequency at Γ

## One atom per cell

Take a crystal with one atom of mass $M$ in each primitive cell. A vibration at $\Gamma$, the point of zero wave vector, moves every cell in the same way. With one atom per cell, this means that the whole crystal moves rigidly. No bond changes its length or direction, so there is no restoring force and the frequency is zero.

Now suppose that a calculation contains a small numerical error, and that its energy per cell rises when the crystal is shifted by $u$:

$$E(u)=E(0)+\tfrac12\,\delta\,u^2 .$$

The calculation behaves as though a weak spring of stiffness $\delta$ tied each atom to the laboratory. The force on an atom is $-\delta u$, and Newton's law reads $M\ddot u=-\delta u$. Its solution $u\propto\cos\omega t$ has

$$\omega=\sqrt{\delta/M}.$$

The algebra is in atomic units, where $\hbar=1$, so $\omega$ is also the energy of one vibrational quantum. For numbers in eV, the same formula is $\hbar\omega=\sqrt{\hbar^2\delta/M}$.

## The estimate for silicon

Silicon has two atoms per cell. A rigid shift ties each of them to its own weak spring, so the same formula should hold with $M$ the mass of one atom.

A comparison with a real vibration gives the size. In silicon's optical mode at $\Gamma$, the two atoms of the cell move against each other, with a quantum of roughly 0.06 eV. The stiffness behind it is a few tens of eV/Å$^2$; take 27. An error of $10^{-5}$ hartree/bohr$^2$ is about $10^{-3}$ eV/Å$^2$, smaller by a factor of about $4\times10^{-5}$. Frequencies go as the square root of stiffness, and $\sqrt{4\times10^{-5}}\approx0.006$. The spurious quantum is therefore about $0.006\times0.06\approx4\times10^{-4}$ eV, or 3 cm$^{-1}$.

For a sharper figure, use $M=28.085$ u and

$$\delta=10^{-5}\ \text{hartree/bohr}^2=9.717\times10^{-4}\ \text{eV/Å}^2 .$$

The unit conversion needed is $\hbar^2/(1\,\text{u}\cdot1\,\text{Å}^2)=4.180\times10^{-3}$ eV. Then

$$\hbar\omega=\sqrt{\frac{4.180\times10^{-3}\times9.717\times10^{-4}}{28.085}}\ \text{eV}=3.80\times10^{-4}\ \text{eV},$$

which corresponds to 3.07 cm$^{-1}$.

This leaves open what "the force-constant error" means when the force constants form a matrix, and what happens when the atoms do not share the error equally.

## The sum rule and the meaning of δ

Label the atoms in a cell by $\kappa$ and the Cartesian directions by $\alpha,\beta$. Let $E$ be the energy per cell when all periodic copies of an atom move together, and let $u_{\kappa\alpha}$ be the displacements from equilibrium. The force constants at $\Gamma$ are

$$C_{\kappa\alpha,\kappa'\beta}=\frac{\partial^2E}{\partial u_{\kappa\alpha}\,\partial u_{\kappa'\beta}}\bigg|_{u=0}.$$

Density functional perturbation theory obtains these derivatives from the linear response of the electron density to atomic displacements.

The exact energy does not change if every atom is displaced by the same additional amount. Its derivative along such a shift vanishes for every arrangement of the atoms:

$$\sum_{\kappa'}\frac{\partial E}{\partial u_{\kappa'\beta}}=0 .$$

Because this holds for every arrangement, it may be differentiated again, with respect to $u_{\kappa\alpha}$. At $u=0$ the result is the acoustic sum rule,

$$\sum_{\kappa'}C_{\kappa\alpha,\kappa'\beta}=0 .$$

In words, a rigid shift of the crystal produces no force on atom $\kappa$. The self term, $\kappa'=\kappa$, must cancel the sum of the terms that couple $\kappa$ to the other atoms. The self term is large, and even a relatively small error in it, or in one of the couplings, can spoil the cancellation.

Let the computed matrix be symmetric, and let its row sums be isotropic:

$$\sum_{\kappa'}C_{\kappa\alpha,\kappa'\beta}=\delta_\kappa\,\delta_{\alpha\beta},$$

where $\delta_{\alpha\beta}$ is Kronecker's symbol and $\delta_\kappa$ is the error for atom $\kappa$. When all atoms have the same error, it is called $\delta$.

Thus $\delta$ is the error of a row sum, not of one matrix entry. If both entries in a row of a two-atom crystal are too large by $\varepsilon$, then $\delta=2\varepsilon$, and the frequency is $\sqrt2$ times what $\varepsilon$ alone would suggest. If the two errors are $+\varepsilon$ and $-\varepsilon$, then $\delta=0$ and the acoustic modes show nothing.

## Equal errors and equal masses

For small displacements the force on an atom is linear in the displacements. With all displacements proportional to $\cos\omega t$, each acceleration is $-\omega^2$ times the displacement, and Newton's law becomes

$$M_\kappa\,\omega^2u_{\kappa\alpha}=\sum_{\kappa'\beta}C_{\kappa\alpha,\kappa'\beta}\,u_{\kappa'\beta}.$$

Let all masses be $M$ and all errors $\delta$, and insert a rigid shift, $u_{\kappa'\beta}=u_\beta$. Since $u_\beta$ does not depend on $\kappa'$, it can be taken out of the sum over atoms:

$$\sum_\beta\Big(\sum_{\kappa'}C_{\kappa\alpha,\kappa'\beta}\Big)u_\beta=\sum_\beta\delta\,\delta_{\alpha\beta}\,u_\beta=\delta\,u_\alpha .$$

The left side of Newton's law is $M\omega^2u_\alpha$. Hence

$$\omega^2=\frac{\delta}{M}$$

for each of the three directions of the shift. Within the harmonic equations this is an exact result: the rigid shift remains an eigenvector, however large $\delta$ is.

The sign of $\delta$ matters. For $\delta>0$ the frequency is real. For $\delta<0$, $\omega^2$ is negative and the displacement grows or decays as $e^{\pm\gamma t}$ with $\gamma=\sqrt{|\delta|/M}$. Such a mode is reported as having an imaginary frequency. With $|\delta|$ as above, its magnitude is again $3.80\times10^{-4}$ eV. It does not mean that the crystal is unstable, because the exact energy does not change under a rigid shift.

If the row sums are not isotropic but form the same symmetric $3\times3$ matrix for every atom, the argument is unchanged, with $\delta$ replaced by each eigenvalue of that matrix in turn. The three acoustic frequencies are then no longer all equal.

## Unequal errors or masses

Now let $\delta_\kappa$ and $M_\kappa$ differ from atom to atom. Sum Newton's law over $\kappa$:

$$\omega^2\sum_\kappa M_\kappa u_{\kappa\alpha}=\sum_{\kappa'\beta}\Big(\sum_\kappa C_{\kappa\alpha,\kappa'\beta}\Big)u_{\kappa'\beta}=\sum_{\kappa'}\delta_{\kappa'}u_{\kappa'\alpha}.$$

The last step uses the symmetry of $C$, which makes its column sums equal to its row sums. So far nothing has been approximated.

Let $K$ be the smallest stiffness that opposes any relative motion of the atoms in the cell, that of the softest optical mode at $\Gamma$. In a layered crystal or near a soft mode it can lie far below the bond stiffness. If the errors are much smaller than $K$, the atoms still move almost together. A relative displacement is opposed by a force of order $K$ times that displacement, while the errors drive it with forces of order $\delta u$. The displacements therefore differ from a common value $u_\alpha$ by a fraction of order $\delta/K$. To leading order they can all be replaced by $u_\alpha$, which cancels:

$$\omega^2\approx\frac{\sum_\kappa\delta_\kappa}{\sum_\kappa M_\kappa}.$$

The spurious springs add, and so do the masses they must move. The formula fails when the errors nearly cancel in the sum, because the neglected second-order terms are then no longer small beside the result.

If only one of silicon's two atoms carries the error, $\omega^2\approx\delta/(2M)$ and the quantum is

$$\frac{3.803\times10^{-4}}{\sqrt2}\ \text{eV}=2.69\times10^{-4}\ \text{eV}.$$

If the atom without the error is also given twice the mass, the total mass is $3M$ and the divisor becomes $\sqrt3$, which gives $2.20\times10^{-4}$ eV. The statement "$\delta$ gives $\sqrt{\delta/M}$" is thus exact when all masses equal $M$ and every atom has the row-sum error $\delta$. For equal masses and unequal errors it holds to leading order, with $\delta$ the mean of the $\delta_\kappa$.

## Comparison with the optical modes

A small model shows why the error is conspicuous in the acoustic modes. Place two silicon atoms in a diamond cell and join nearest neighbours by springs of stiffness $k=10$ eV/Å$^2$, at their natural length. This is a round model value, not a first-principles result for silicon. The model is used only at $\Gamma$ of the two-atom cell: four springs per cell cannot restrain six displacements, so two of its branches have zero frequency at every wave vector.

A spring along the unit vector $\mathbf n$ stores the energy $\tfrac12k[\mathbf n\cdot(\mathbf u_2-\mathbf u_1)]^2$. The four bonds of an atom point along

$$\tfrac1{\sqrt3}(1,1,1),\quad\tfrac1{\sqrt3}(1,-1,-1),\quad\tfrac1{\sqrt3}(-1,1,-1),\quad\tfrac1{\sqrt3}(-1,-1,1).$$

Summed over the bonds, $n_\alpha^2$ gives $4/3$. For $\alpha\ne\beta$, the products $n_\alpha n_\beta$ are $+\tfrac13$ twice and $-\tfrac13$ twice, and cancel. The energy per cell is therefore $\tfrac12K|\mathbf u_2-\mathbf u_1|^2$ with

$$K=\tfrac43k=13.33\ \text{eV/Å}^2 .$$

Add the error $\delta$ to both self terms. For each Cartesian direction the matrix is

$$C=\begin{pmatrix}K+\delta&-K\\-K&K+\delta\end{pmatrix}.$$

Acting on $(1,1)$ it gives $\delta\,(1,1)$; acting on $(1,-1)$ it gives $(2K+\delta)(1,-1)$. Therefore

$$\omega_{\rm ac}^2=\frac{\delta}{M},\qquad\omega_{\rm opt}^2=\frac{2K+\delta}{M}.$$

Both squared frequencies rise by the same amount, $\delta/M$, but the frequencies do not. Let $\omega_0=\sqrt{2K/M}$ be the optical frequency without the error. Then

$$\omega_{\rm opt}-\omega_0=\frac{\omega_{\rm opt}^2-\omega_0^2}{\omega_{\rm opt}+\omega_0}\approx\frac{\delta/M}{2\omega_0}=\frac{\omega_{\rm ac}^2}{2\omega_0}.$$

In numbers, $2K=26.67$ eV/Å$^2$ gives

$$\hbar\omega_0=\sqrt{\frac{4.180\times10^{-3}\times26.67}{28.085}}\ \text{eV}=0.0630\ \text{eV},$$

and the optical shift is

$$\frac{(3.803\times10^{-4})^2}{2\times0.0630}\ \text{eV}=1.15\times10^{-6}\ \text{eV}.$$

The same error moves the acoustic quantum about 330 times as far as the optical one. Near zero stiffness the square root magnifies a small error; at large stiffness the response is linear and weak.

This optical shift belongs to an error in the self terms. The row sum alone does not determine it. If the self terms were right and the coupling were $-(K-\delta)$, the row sum would again be $\delta$, but the optical stiffness would be $2K-\delta$, and the shift would change sign.

The square root also makes the spurious frequency slow to remove. Reducing $\delta$ a hundredfold, to $9.72\times10^{-6}$ eV/Å$^2$, lowers the acoustic quantum tenfold, to $3.80\times10^{-5}$ eV.

## Away from Γ

Suppose the error is a spring $\delta$ between each atom and a fixed point, and all masses are equal. Such a spring couples no two atoms, so it adds the same $\delta$ to the self terms at every wave vector $\mathbf q$. All squared frequencies then shift equally:

$$\omega^2(\mathbf q)=\omega_{\rm exact}^2(\mathbf q)+\frac{\delta}{M}.$$

Here $\omega_{\rm exact}$ is the frequency without this error. The acoustic branch is badly distorted where $\omega_{\rm exact}$ is comparable with $\sqrt{\delta/M}$ or smaller. Where it is ten times larger, the frequency is multiplied by $\sqrt{1+0.01}$, a change of 0.5%. An error that also alters the coupling between atoms can depend on $\mathbf q$, and this formula does not cover it.

## A source of δ: a grid fixed in space

One way to break the sum rule is to evaluate the exchange-correlation energy as a sum over grid points that do not move with the atoms. The energy then depends on where the atoms sit relative to the grid.

The effect can be calculated for a Gaussian density that holds one electron, $\rho=(a/\pi)^{3/2}e^{-ar^2}$, with the spin-unpolarized Slater exchange energy

$$E_x=-C_x\int\rho^{4/3}\,d^3r,\qquad C_x=\tfrac34\left(\tfrac3\pi\right)^{1/3}.$$

The power $\rho^{4/3}$ is again a Gaussian, with exponent $b=4a/3$. On a cubic grid of spacing $h$ the integral becomes a product of three one-dimensional sums. For an atom at $x_0$, the sum along $x$ is

$$S(x_0)=h\sum_n e^{-b(nh-x_0)^2}.$$

It is even in $x_0$ and has period $h$, so it is a cosine series. Its Fourier coefficients are averages over one period. With $y=x_0-nh$, the intervals belonging to the different $n$ join to cover the whole line:

$$\frac1h\int_0^hS(x_0)\cos\frac{2\pi mx_0}{h}\,dx_0=\int_{-\infty}^{\infty}e^{-by^2}\cos\frac{2\pi my}{h}\,dy=\sqrt{\frac\pi b}\,e^{-\pi^2m^2/(bh^2)}.$$

The last step is the standard Gaussian integral $\int e^{-by^2}\cos(gy)\,dy=\sqrt{\pi/b}\,e^{-g^2/(4b)}$ with $g=2\pi m/h$. The term $m=0$ is the exact integral. In a cosine series the other coefficients enter twice, and $m=1$ dominates when $\eta=e^{-\pi^2/(bh^2)}$ is small:

$$S(x_0)\approx\sqrt{\frac\pi b}\left[1+2\eta\cos\frac{2\pi x_0}{h}\right].$$

The sums along $y$ and $z$ change the result by a further relative amount of order $\eta$, which is dropped. The grid energy is then $E_x[1+2\eta\cos(2\pi x_0/h)]$. Two derivatives of the cosine bring down $-(2\pi/h)^2$, and $E_x=-|E_x|$, so

$$\frac{d^2E}{dx_0^2}\approx2|E_x|\,\eta\left(\frac{2\pi}h\right)^2\cos\frac{2\pi x_0}{h}.$$

For an isolated atom this curvature is the error $\delta$ for displacements along $x$. It is positive when $x_0$ coincides with a grid coordinate and negative when it lies midway between two. The same holds along $y$ and $z$, so an atom that is midway along $x$ alone has errors of both signs. The same grid can thus produce real or imaginary acoustic frequencies, depending on where the atoms lie.

For $a=4$ Å$^{-2}$, $b=5.333$ Å$^{-2}$ and $E_x=-7.794$ eV. At $h=0.3375$ Å, $\pi^2/(bh^2)=16.25$ and $\eta=8.8\times10^{-8}$, so on a grid point

$$\frac{d^2E}{dx_0^2}\approx2\times7.794\times8.8\times10^{-8}\times\left(\frac{2\pi}{0.3375}\right)^2\ \text{eV/Å}^2\approx4.8\times10^{-4}\ \text{eV/Å}^2 .$$

This is about half the $\delta$ of the main estimate, a match that comes only from the chosen $a$ and $h$. Summing the energy directly on the grid, and taking second differences as the atom is moved by 0.01 Å, gives these curvatures in eV/Å$^2$:

| $h$ (Å) | on a point | midway |
|---|---|---|
| 0.4500 | $0.33$ | $-0.33$ |
| 0.3857 | $0.016$ | $-0.016$ |
| 0.3375 | $0.00047$ | $-0.00047$ |

A second difference with step $s$ multiplies the curvature of $\cos(2\pi x_0/h)$ by $2[1-\cos(2\pi s/h)]/(2\pi s/h)^2\approx1-(2\pi s/h)^2/12$, which is $0.997$ for $s=0.01$ Å and $h=0.3375$ Å. This takes the formula's $4.75\times10^{-4}$ to $4.74\times10^{-4}$, the last row of the table. For this isolated Gaussian, shrinking $h$ by a quarter reduces the error almost 700 times, because $h^2$ stands in the denominator of an exponent. The density here is an illustration, not that of silicon. In a crystal the densities of neighbouring atoms also overlap. The power $\rho^{4/3}$ of a sum is neither the sum of the separate powers nor a Gaussian, so the formula above does not carry over. The error can be much larger, can fall far more slowly with $h$, can be negative even with every atom on a grid point, and can alter the couplings between atoms as well as the self terms. A sharper density has a larger $b$ and needs a finer grid.

The energies involved are small. A ripple $-w\cos(2\pi u/h)$ has curvature $w(2\pi/h)^2$ at its minimum. To produce the $\delta$ of the main estimate at $h=0.3375$ Å, its amplitude need be no more than

$$w=\delta\left(\frac h{2\pi}\right)^2=2.8\times10^{-6}\ \text{eV}$$

per atom. A total energy that looks well converged can still give a visible acoustic frequency at $\Gamma$.

## Imposing the sum rule

The row-sum error can be removed by correcting each self term:

$$C_{\kappa\alpha,\kappa\beta}\;\to\;C_{\kappa\alpha,\kappa\beta}-\sum_{\kappa'}C_{\kappa\alpha,\kappa'\beta}.$$

Every row then sums to zero, a rigid shift produces no force, and the acoustic frequencies at $\Gamma$ vanish. For the isotropic row sums assumed here the corrected matrix stays symmetric. If the row sums of an atom form an unsymmetric $3\times3$ block, the corrected matrix is unsymmetric, and symmetrizing it afterwards can bring back small nonzero frequencies. In the two-atom model the self terms return from $K+\delta$ to $K$, and the optical frequency returns to $\omega_0$, because there the whole error was in the self terms.

A zero obtained in this way says nothing about the remaining errors. Suppose the coupling is wrong by $\varepsilon$, so that the corrected matrix has self terms $K+\varepsilon$ and couplings $-(K+\varepsilon)$. Its rows sum to zero, yet the optical stiffness is $2(K+\varepsilon)$, and the optical frequency is wrong by the relative amount $\varepsilon/(2K)$ to first order. The acoustic frequencies before the correction carry more information: for equal masses, $M\omega^2$ is, to leading order, the mean of the row-sum errors $\delta_\kappa$. Errors that cancel between atoms appear in it only at second order. Errors that cancel within every row do not change this leading-order result, and if there are no other errors the acoustic frequencies stay zero.
